Conservative finite volumes for electromigration stress in a blocked interconnect line

A passivated aluminium line is to carry 0.5 MA/cm² at 473 K. Whether the design can stand depends on the tension at its cathode end once atomic transport has died out: if that tension stays below the value at which a void grows, the line does not void at this current, given a uniform initial stress, from which the final cathode value is the largest tension reached. Extrusion at a compressed anode is a separate limit. A simulation supplies the number, and one must decide whether to trust its final state. A final profile with the right slope is not sufficient evidence. A scheme can reach that slope and still have lost atoms on the way, which shifts the whole profile.

## The balance to be solved

Let x run from cathode (x = 0) to anode (x = L), along the electron flow, and count tension as positive. An atom added to material under hydrostatic stress σ has chemical potential μ₀ − Ωσ, where Ω is the atomic volume. The electron wind pushes it towards +x with force |Z*|eρj, where |Z*| is the effective charge number, ρ the resistivity and j the current density. The total force is Ω∂σ/∂x + |Z*|eρj. The drift velocity is D/kT times the force, and there are 1/Ω atoms per volume, so

J = (D/(ΩkT)) (Ω ∂σ/∂x + |Z*|eρj).

Arriving atoms compress the confined line: dC/C = −dσ/B, with C the atom density and B an effective modulus of metal and surroundings. To first order in σ/B, C may be replaced by 1/Ω in this relation, and ∂C/∂t = −∂J/∂x becomes ∂σ/∂t = BΩ ∂J/∂x. Hence

∂σ/∂t = ∂q/∂x,  q = κ(σ)(∂σ/∂x + G),
κ = DBΩ/kT,  G = |Z*|eρj/Ω.

Blocked ends mean q = 0 at x = 0 and x = L. Tension raises the vacancy concentration and so the diffusivity; the law used here is κ = κ₀e^{aσ}, with a = V*/kT and activation volume V*, set equal to Ω in the example.

Integrating over the line gives d/dt ∫σ dx = q(L) − q(0) = 0: the mean stress σₘ is conserved, which is the conservation of atoms. In a steady state q is uniform, and it vanishes at the ends, so it vanishes everywhere. Since κ > 0, ∂σ/∂x = −G, and the conserved mean fixes the constant:

σₛ = σₘ + G(L/2 − x).

The law κ(σ) has dropped out. The line does approach this state. Put σ = σₛ + δ, so that ∫δ dx = 0 and q = κ ∂δ/∂x. Multiplying the balance by δ and integrating by parts gives

d/dt ∫ δ²/2 dx = −∫ κ (∂δ/∂x)² dx.

A cosine series of δ has no constant term, so ∫(∂δ/∂x)² dx ≥ (π/L)² ∫δ² dx. If κ stays above some positive bound, the deviation decays at least exponentially.

The conditions can be read off. A diffusivity that also varies along the line changes nothing in the final state. If B varies, the slope remains −G but the conserved quantity is ∫σ/B dx instead of ∫σ dx, and in general the offset moves. If G varies, the profile is no longer straight. If atoms enter at one end and leave at the other, a steady q need not be zero, and ∂σ/∂x = q/κ − G brings the diffusivity law back. With only one end open, a steady q is still zero, but the mean stress is no longer conserved.

## What goes wrong with the direct discretization

The direct route is to carry out the derivative first. With dκ/dσ = aκ,

∂σ/∂t = κ [∂²σ/∂x² + a (∂σ/∂x)(∂σ/∂x + G)],

and then to use central differences on nodes 0 … N at spacing h. The end condition is imposed through an outside node, σ₋₁ = σ₁ + 2hG, and similarly at the anode. The straight line of slope −G makes both terms in the bracket vanish, so it is a steady state of this scheme too. The trouble lies in the mean.

Start from uniform stress σₘ. At first only the end nodes move, at rates +2Gκ/h and −2Gκ/h, where κ = κ(σₘ). A moment later the cathode node stands at σₘ + ε and the anode node at σₘ − ε. Now add up the rates, with weight 1/2 for the end nodes, each multiplied by h²/κ:

cathode node: e^{aε}(hG − ε)
its neighbour: ε − aε(hG/2 − ε/4)
anode node: −e^{−aε}(hG − ε)
its neighbour: −ε − aε(hG/2 − ε/4)

The sum, to first order in a, is

2aε(hG − ε) − aεhG + aε²/2 = aε(hG − 3ε/2).

It should be zero. For small ε it is positive: the scheme creates tension, that is, it destroys atoms, because the product rule of calculus does not hold for differences. For a = 0 the error is absent.

With 20 intervals and the example's parameters, the final slope agrees with −G to 4×10⁻⁶ MPa/µm, yet the mean has risen by 0.107 MPa. The error builds up over the whole transient, not only in the first moments, and falls about fourfold when h is halved. That is harmless for this design decision, but no inspection of the slope would reveal it. Atom count and slope are separate requirements.

## Repairing conservation, then the flux

Divide the line into N cells of width h with mean stresses σᵢ, i = 1 … N. Let Qᵢ be the flux q at the face between cells i and i+1, and set Q₀ = Q_N = 0. Then

dσᵢ/dt = (Qᵢ − Qᵢ₋₁)/h.

Each interior flux enters two cells with opposite signs, so Σσᵢ is constant whatever formula is chosen for Qᵢ.

The simplest choice takes κ at the average stress:

Qᵢ = κ_f [(σᵢ₊₁ − σᵢ)/h + G].

It conserves atoms and vanishes on the straight line. Its weakness shows in the derivative

∂Qᵢ/∂σᵢ = κ_f {−1/h + (a/2)[(σᵢ₊₁ − σᵢ)/h + G]},

which should be negative, since a higher σᵢ should reduce the stress difference that drives atoms forward. For uniform stress the sign is wrong once aGh > 2. In the example that would need cells of 85 µm, longer than the line, so the simple flux would serve there. For strong winds or coarse cells a better one is needed, and the exponential law supplies it.

Let u = e^{aσ}. Then ∂u/∂x = au ∂σ/∂x, and the flux is linear in u:

q = κ₀ [(1/a) ∂u/∂x + Gu].

Between two cell centres treat q as constant. With y measured from centre i, the solution is u = A + Ce^{−aGy}, where A = q/(κ₀G). Write p = aGh. The two centre values are

uᵢ = A + C,  uᵢ₊₁ = A + Ce^{−p},

and eliminating C gives uᵢ₊₁ − e^{−p}uᵢ = A(1 − e^{−p}). Solve for q and multiply numerator and denominator by e^{p/2}:

Qᵢ = κ₀G (uᵢ₊₁e^{p/2} − uᵢe^{−p/2}) / (2 sinh(p/2)).

Taking out the factor e^{a(σᵢ+σᵢ₊₁)/2} leaves a difference of two opposite exponentials:

Qᵢ = κ₀G e^{a(σᵢ+σᵢ₊₁)/2} sinh[a(σᵢ₊₁ − σᵢ + Gh)/2] / sinh(aGh/2).

For a → 0 the ratio of sinh functions becomes (σᵢ₊₁ − σᵢ + Gh)/(Gh), which returns the ordinary linear flux. For G → 0 the result is κ₀(uᵢ₊₁ − uᵢ)/(ah), pure diffusion in u.

The flux has the sign of σᵢ₊₁ − σᵢ + Gh and vanishes with it. In a discrete steady state all Qᵢ equal the end value zero, so neighbouring cells differ by −Gh. The cell stresses then lie on σₛ with no discretization error, for any h. The stress at the cathode itself is read as σ₁ + Gh/2, because the slope there is −G; this is second-order accurate during the transient and free of error on the straight line.

## Choosing the time step

An explicit step has to be very short. For constant κ the most rapidly varying cell pattern decays at a rate close to 4κ/h², and an explicit step is stable only up to Δt = h²/(2κ). When κ varies, its largest value on the line sets the limit. In the example κ approaches 36 µm²/h at the cathode, so with h = 0.2 µm the bound h²/(2κ) is 5.5×10⁻⁴ h, which means some 65,000 fixed steps for 36 h. Backward Euler evaluates the fluxes at the new time:

σᵢ − (Δt/h)(Qᵢ − Qᵢ₋₁) = σᵢ(old).

Newton's method needs the derivatives of Qᵢ. They are

αᵢ = ∂Qᵢ/∂σᵢ₊₁ = κ₀Ga uᵢ₊₁e^{p/2}/(2 sinh(p/2)) > 0,
βᵢ = −∂Qᵢ/∂σᵢ = κ₀Ga uᵢe^{−p/2}/(2 sinh(p/2)) > 0.

Column i of the Newton matrix holds −(Δt/h)αᵢ₋₁ in row i−1, 1 + (Δt/h)(αᵢ₋₁ + βᵢ) on the diagonal and −(Δt/h)βᵢ in row i+1, with the terms of absent faces left out. The column sums to one. Three properties follow.

First, adding all rows of the Newton equation gives Σ(correction) = Σσ(old) − Σσ(current). Every iterate therefore has the right atom count, converged or not. In a test from a random profile with Δt = 5 h, the first iterate was still 14 MPa from the solution, while its mean was off by 1×10⁻¹² MPa.

Second, order is preserved. The difference of two solutions obeys a linear system whose matrix is an average of such Newton matrices, with the same signs and column sums. Write it as (I − R)S, with S its diagonal. R has no negative entries and its column sums are below one, so the inverse S⁻¹(I + R + R² + …) has no negative entries. A profile that starts nowhere below another remains so, and a step has at most one solution.

Third, the sum E = Σh(σᵢ²/2 + Gxᵢσᵢ) cannot rise. Since (σ² − σ(old)²)/2 ≤ σ(σ − σ(old)), inserting the step equation and summing by parts gives

E(new) − E(old) ≤ −Δt Σ Qᵢ(σᵢ₊₁ − σᵢ + Gh) ≤ 0.

These statements concern the solution of a step of any size. They do not promise that Newton's method finds it from any starting point; it converged in every step of the runs reported here.

The price is a first-order time error. With steps crowded towards the start, tₖ = 36 h × (k/n)², the largest error at 4 h is 0.252 MPa for n = 240 and 0.126 MPa for n = 480, relative to a tight time integration of the same cell equations. Twice the finer result minus the coarser cancels the leading error and leaves 0.0008 MPa. The weights 2 and −1 add to one, so the atom count survives.

The error in space was measured against a separate solution in Legendre polynomials, built on the original flux. At 4 h it is 0.0345, 0.0090 and 0.0023 MPa for 25, 50 and 100 cells, a factor near four per halving.

## Two limits for the transient

For constant κ the deviation obeys ∂δ/∂t = κ ∂²δ/∂x² with zero slope at the ends. A uniform start means δ = −G(L/2 − x). One integration by parts gives the cosine coefficients of L/2 − x as 4L/(nπ)² for odd n and zero for even n. Therefore

σ = σₘ + GL [1/2 − x/L − Σ_{odd n} 4cos(nπx/L) e^{−n²π²κt/L²}/(nπ)²].

With a made negligible and 100 cells, the scheme matches this series at 4 h to 0.0008 MPa.

The other limit is late time with the full exponential law. To first order in δ the flux is ψ = κ(σₛ)∂δ/∂x. For decay as e^{−λt}, ∂ψ/∂x = −λδ, and one more derivative gives

∂²ψ/∂x² + (λ/κₘ) e^{b(x−L/2)} ψ = 0,  b = aG,  κₘ = κ(σₘ),

with ψ = 0 at both ends. Put z = (2/b)√(λ/κₘ) e^{b(x−L/2)/2}. Since dz/dx = bz/2, this becomes z²ψ″ + zψ′ + z²ψ = 0, Bessel's equation of order zero. The end conditions require

J₀(z₀)Y₀(z_L) − J₀(z_L)Y₀(z₀) = 0,

where z₀ and z_L are the values of z at the two ends. For the example the lowest root is √(λL²/κₘ) = 3.104, against π for constant κ. The relaxation time is 1600/(22.77 × 3.104²) = 7.29 h instead of 7.12 h. The late decay rate of the nonlinear solution agrees with this root to 0.02 %.

## The line at 473 K

The inputs are rough typical values for a passivated Al(Cu) line: L = 40 µm, |Z*| = 4, ρ = 4.8 µΩ cm, Ω = 0.0166 nm³, B = 50,000 MPa, diffusion prefactor 10⁻⁴ cm²/s, activation energy 0.8 eV and initial tension 200 MPa. The wind force is 4 × 1.602×10⁻¹⁹ × 4.8×10⁻⁸ × 5×10⁹ = 1.54×10⁻¹⁶ N. Divided by Ω it gives G = 9.27 MPa/µm, so GL = 371 MPa. The final end stresses are 200 ± 185, that is 385 MPa at the cathode and 15 MPa at the anode. A run over 219 h ends within 10⁻¹⁰ MPa of the straight line, with the mean unchanged to 3×10⁻¹⁴ MPa. A different law, κ₀[1 + (σ/200 MPa)²], started from an uneven profile of mean 150 MPa, also ends on its own line of slope −G, within 10⁻⁴ MPa.

At 9 h the cathode has risen by 145 MPa and the anode has fallen by 140 MPa. The middle stands at 197.5 MPa and later returns to 200. With constant κ the deviation from the mean would be odd about the middle, which would stay at 200; the stress dependence breaks that symmetry.

The cathode reaches 300 MPa after 3.87 h. Freezing the diffusivity at its zero-stress value gives 6.71 h, which is 73 % too long; freezing it at the initial stress gives 4.04 h, 4 % too long. For this line and this target, most of the effect is the choice of reference stress. These times belong to a single-species model with one effective diffusivity; in Al(Cu) the aluminium drift is delayed until copper has been swept from the cathode region, so they are not predictions for the alloy.

The atoms carried past the middle follow from the final profile. Per area they fill a thickness GL²/(8B) = 371 × 40/(8 × 50,000) µm = 37 nm, or 1.1×10⁹ atoms for a section of 0.5 µm². The time integral of the mid-line flux agrees to one part in 10⁶.

Several omissions are small for these numbers. Joule heating through 1 µm of oxide (1.4 W/(m K)), without lateral spreading, is 0.4 K and raises D by 1.8 %. Second-order atom storage lifts the mean by 0.11 MPa, and storage by vacancies is of order 10⁻⁵ of that by the lattice. The activation volume matters more: V* = 0.7Ω, with the zero-stress diffusivity held fixed, delays the 300 MPa mark to 4.56 h, by 18 %.

One assumption that must be checked for a real line is the absence of voids. A spherical flaw of radius R grows when σ > 2γ/R. With a rough surface energy γ = 1 J/m², 385 MPa opens any unbonded flaw of radius above about 5 nm. Once a void has opened, the cathode stress falls to nearly zero, and the model's next steady state is σ = −Gx, with 371 MPa of compression at the anode. The void takes the place of the metal pressed into the line, a length L(σₘ + GL/2)/B = 40 × 385/50,000 µm ≈ 0.31 µm, counted over the full section, provided the passivation does not crack and a shunt layer carries the current past the void. The blocked-end result therefore supports the design if the line, above all its cathode end, has no flaws of that size or larger; otherwise the question becomes whether a void can be tolerated, with a length of about 0.3 µm if it opens at the cathode and less if it opens further along the line. The numerical output gives the remaining values.

Table of computed values

```
Rough inputs: T = 473 K, L = 40 um, j = 0.5 MA/cm2
|Z*| = 4, resistivity = 4.8 microohm cm
Atomic volume = 0.0166 nm3, modulus B = 50000 MPa
Activation energy = 0.8 eV, D prefactor = 1.0e-04 cm2/s
Initial stress = 200 MPa, target = 300 MPa
Line section = 1.0 um x 0.5 um
kT = 0.04076 eV, D at zero stress = 2.993e-13 cm2/s
G = 9.2656 MPa/um, G L = 370.62 MPa
j L = 2000 A/cm
a = 0.002542 1/MPa, a G L = 0.9421
kappa at zero stress = 13.693 um2/h
kappa at initial stress = 22.766 um2/h
kappa ratio cathode/anode, steady = 2.565
Cells = 200, h = 0.20 um, a G h = 0.00471
Time steps to 36 h: 240 and 480
t =    1 h: cathode 250.45, middle 199.98, anode 150.68 MPa
t =    4 h: cathode 301.65, middle 198.52, anode 102.65 MPa
t =    9 h: cathode 345.32, middle 197.54, anode 60.24 MPa
t =   36 h: cathode 384.38, middle 199.89, anode 15.86 MPa
Steady ends: cathode 385.31, anode 14.69 MPa
Time to target, stress-dependent D = 3.870 h
Same, Galerkin solution = 3.870 h
Same, D fixed at zero stress = 6.712 h
Same, D fixed at initial stress = 4.037 h
Bessel root sqrt(lambda L2/kappa) = 3.10411
Slowest relaxation time = 7.294 h
Same with D fixed at initial stress = 7.121 h
Late decay rate, seen/Bessel = 1.00023
Atoms moved past middle = 1.116e+09
Equivalent metal thickness = 37.06 nm
Flux integral / formula = 0.999999
Long run = 218.8 h, mean drift = 2.8e-14 MPa
Largest distance from exact line = 9.4e-11 MPa
Drift after one Newton iterate = 1.4e-12 MPa
That iterate's distance from solution = 1.4e+01 MPa
Space error at 4 h, 25/50/100 cells = 0.03453 / 0.00899 / 0.00229 MPa
Time error at 4 h, 240 steps = 0.2523 MPa
Time error at 4 h, 480 steps = 0.1263 MPa
Time error at 4 h, extrapolated = 0.00084 MPa
Largest gap to Galerkin, table times = 0.0026 MPa
Constant-D gap to cosine series = 0.0008 MPa
Other D law: distance from its line = 7.8e-05 MPa
Non-conservative form, 20 intervals: drift = 0.1068 MPa
Its largest slope error = 3.8e-06 MPa/um
Finite volumes, 20 cells: drift = 5.7e-14 MPa
Neglected: time to target if V* = 0.7 Omega: 4.563 h
Oxide below: 1.0 um, 1.4 W/(m K)
Neglected: Joule heating 0.429 K, D up by 1.78 %
Neglected: second-order storage shifts mean 0.114 MPa
Neglected: sigma/B at cathode = 0.77 %
Neglected: vacancy/lattice storage = 2.5e-05 (Ef = 0.67 eV)
Void limit: flaw radius 5.19 nm (surface 1.0 J/m2)
```
